# When does ammonium chloride condense from a reactor exhaust?: test program

```python
# Result under test: exhaust with partial pressures pA (NH3) and pH (HCl)
# can deposit solid NH4Cl only below the temperature Tc given by
#   1/Tc = 1/T0 + (k/H) ln[ P0^2 / (4 pA pH) ].
# P0: total dissociation pressure of the pure salt at T0.
# H: dissociation enthalpy per formula unit; k: Boltzmann constant.
# Independent road: numerical minimisation of the Gibbs energy of gas + solid.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar
from scipy.special import xlogy

k = const.k / const.e                        # eV/K
bar_to_torr = const.bar / const.torr
H_kJ = 165.0
H = H_kJ * 1e3 / (const.N_A * const.e)       # eV per formula unit
T0 = 611.0                                   # K
P0, pA, pH, P_total = 1.0, 0.25, 0.01, 1.0   # bar


def onset_formula(p_a, p_h, enthalpy=H, t_anchor=T0):
    return 1 / (1 / t_anchor + k / enthalpy * np.log(P0**2 / (4 * p_a * p_h)))


def K_formula(T):
    return P0**2 / 4 * np.exp(-H / k * (1 / T - 1 / T0))   # bar^2


def gibbs(x, T, S, feed, pair_B=0.0):
    """Gibbs energy / kT after x units of solid have formed at fixed pressure.
    feed: amounts of NH3, HCl, carrier, numerically equal to pressures in bar.
    S: standard entropy of dissociation, eV/K; pair_B: NH3-HCl virial, A^3."""
    n_a, n_h, n_c = feed[0] - x, feed[1] - x, feed[2]
    n, pressure = n_a + n_h + n_c, sum(feed)
    ideal = sum(xlogy(m, m * pressure / n) for m in (n_a, n_h, n_c))
    b_eV_per_bar = pair_B * const.angstrom**3 * const.bar / const.e
    excess = 2 * n_a * n_h / n * b_eV_per_bar * pressure / (k * T)
    return -x * (H - T * S) / (k * T) + ideal + excess


def entropy_from_coexistence(pair_B=0.0):
    """Salt and its own vapour have equal Gibbs energy at T0 and P0."""
    vapour = (P0 / 2, P0 / 2, 0.0)
    return brentq(lambda S: gibbs(0.25, T0, S, vapour, pair_B)
                  - gibbs(0.0, T0, S, vapour, pair_B), 1e-3, 5e-3, xtol=1e-16)


def deposited(T, S, feed, pair_B=0.0):
    """Equilibrium deposit; a negative value means that salt evaporates."""
    upper = 0.9999 * min(feed[0], feed[1])
    return minimize_scalar(lambda x: gibbs(x, T, S, feed, pair_B),
                           bounds=(-0.02, upper), method="bounded",
                           options={"xatol": 1e-10}).x


def onset_gibbs(feed, pair_B=0.0):
    S = entropy_from_coexistence(pair_B)
    return brentq(lambda T: deposited(T, S, feed, pair_B), 480, 600, xtol=1e-7)


Tc = onset_formula(pA, pH)
exhaust = (pA, pH, P_total - pA - pH)
S = entropy_from_coexistence()
Tc_gibbs = onset_gibbs(exhaust)
Tc_no_carrier = onset_gibbs((pA, pH, 0.0))
p_equal = np.sqrt(pA * pH)
Tc_equimolar = onset_gibbs((p_equal, p_equal, P_total - 2 * p_equal))
# Tolerance 1e-3 K covers the rounding noise of a numerical minimum.
for value in (Tc_gibbs, Tc_no_carrier, Tc_equimolar):
    assert abs(value - Tc) < 1e-3
assert abs(Tc - 535) < 1
assert deposited(Tc - 5, S, exhaust) > 1e-4
assert deposited(Tc + 5, S, exhaust) < -1e-4


def deposit_formula(T):
    a, b, q = pA / P_total, pH / P_total, K_formula(T) / P_total**2
    c2, c1, c0 = 1 - 4 * q, a + b - 4 * q, a * b - q
    return (c1 - np.sqrt(c1**2 - 4 * c2 * c0)) / (2 * c2)


walls = (525.0, 500.0)
for T in walls:
    assert abs(deposit_formula(T) - deposited(T, S, exhaust)) < 1e-6

# Heat-capacity change c = cp_k * k, with H the enthalpy at T0.
cp_k = -5.0


def lnK_cp(T):
    return np.log(K_formula(T)) + cp_k * (np.log(T / T0) + T0 / T - 1)


integral = quad(lambda T: (H + cp_k * k * (T - T0)) / (k * T**2), T0, Tc)[0]
assert abs(lnK_cp(Tc) - np.log(P0**2 / 4) - integral) < 1e-9
Tc_cp = brentq(lambda T: lnK_cp(T) - np.log(pA * pH), 450, 600)

slope = H / (k * Tc**2)
slope_numeric = (np.log(K_formula(Tc + 0.01))
                 - np.log(K_formula(Tc - 0.01))) / 0.02
assert abs(slope - slope_numeric) < 1e-6

pair_B = -800.0
Tc_virial = onset_gibbs(exhaust, pair_B)
dH, dT0 = 0.05, 5.0
wrong_total = onset_formula((pA + pH) / 2, (pA + pH) / 2)
wrong_K0 = 1 / (1 / T0 + k / H * np.log(P0**2 / (pA * pH)))

t = bar_to_torr
print(f"Enthalpy, given: {H_kJ:.0f} kJ/mol")
print(f"Enthalpy per formula unit: {H:.4f} eV")
print(f"Boltzmann constant: {k:.5e} eV/K")
print(f"H/k: {H / k:.0f} K")
print(f"Anchor temperature T0: {T0:.0f} K")
print(f"Conversion, 1 bar: {t:.2f} Torr")
print(f"Salt dissociation pressure at T0: {P0 * t:.1f} Torr")
print(f"Each gas over the salt at T0: {P0 / 2 * t:.1f} Torr")
print(f"K at T0: {K_formula(T0) * t**2:.4e} Torr^2")
print(f"Exhaust NH3: {pA * t:.1f} Torr")
print(f"Exhaust HCl: {pH * t:.2f} Torr")
print(f"Exhaust carrier gas: {exhaust[2] * t:.1f} Torr")
print(f"Exhaust pressure product: {pA * pH * t**2:.1f} Torr^2")
print(f"Ratio K(T0)/product: {P0**2 / (4 * pA * pH):.2f} (no unit)")
print(f"Logarithm of ratio: {np.log(P0**2 / (4 * pA * pH)):.4f} (no unit)")
print(f"1/T0: {1 / T0:.6e} 1/K")
print(f"Added term (k/H) ln ratio: {1 / Tc - 1 / T0:.6e} 1/K")
print(f"1/Tc: {1 / Tc:.6e} 1/K")
print(f"Onset Tc, formula: {Tc:.2f} K")
print(f"Onset Tc, formula: {Tc - const.zero_Celsius:.1f} deg C")
print(f"Onset, Gibbs minimisation: {Tc_gibbs:.2f} K")
print(f"Onset, Gibbs, no carrier: {Tc_no_carrier:.2f} K")
print(f"Onset, Gibbs, equimolar same product: {Tc_equimolar:.2f} K")
print(f"Equivalent pure-salt pressure: {2 * p_equal * t:.1f} Torr")
print(f"Sum of NH3 and HCl pressures: {(pA + pH) * t:.1f} Torr")
print(f"Wrong answer, salt curve at that sum: {wrong_total:.1f} K")
print(f"Wrong answer, K(T0) = P0^2: {wrong_K0:.1f} K")
print(f"d ln K/dT at Tc: {slope:.4f} 1/K")
for T in walls:
    print(f"K at {T:.0f} K: {K_formula(T) * t**2:.1f} Torr^2")
    print(f"Supersaturation at {T:.0f} K: {pA * pH / K_formula(T):.2f} (no unit)")
    share = 100 * deposit_formula(T) * P_total / pH
    print(f"HCl captured at {T:.0f} K: {share:.1f} percent")
print(f"Allowance, enthalpy error: {dH:.2f} eV")
print(f"Shift, enthalpy higher: {onset_formula(pA, pH, H + dH) - Tc:+.2f} K")
print(f"Shift, enthalpy lower: {onset_formula(pA, pH, H - dH) - Tc:+.2f} K")
print(f"Allowance, anchor error: {dT0:.0f} K")
print(f"Shift, anchor higher: {onset_formula(pA, pH, H, T0 + dT0) - Tc:+.2f} K")
print(f"Shift, anchor lower: {onset_formula(pA, pH, H, T0 - dT0) - Tc:+.2f} K")
print(f"Allowance, heat-capacity change: {cp_k:.0f} k")
print(f"Shift, heat capacity: {Tc_cp - Tc:+.2f} K")
print(f"Allowance, NH3-HCl pair virial: {pair_B:.0f} angstrom^3")
print(f"Shift, non-ideal gas: {Tc_virial - Tc:+.3f} K")
print(f"Shift, half the NH3 cracked: {onset_formula(pA / 2, pH) - Tc:+.2f} K")
lag = brentq(lambda T: pA * pH / K_formula(T) - 2, 450, 600) - Tc
print(f"Shift, nucleation at supersaturation 2: {lag:+.2f} K")
print("no test failed")
```

Running it gives:

```
Enthalpy, given: 165 kJ/mol
Enthalpy per formula unit: 1.7101 eV
Boltzmann constant: 8.61733e-05 eV/K
H/k: 19845 K
Anchor temperature T0: 611 K
Conversion, 1 bar: 750.06 Torr
Salt dissociation pressure at T0: 750.1 Torr
Each gas over the salt at T0: 375.0 Torr
K at T0: 1.4065e+05 Torr^2
Exhaust NH3: 187.5 Torr
Exhaust HCl: 7.50 Torr
Exhaust carrier gas: 555.0 Torr
Exhaust pressure product: 1406.5 Torr^2
Ratio K(T0)/product: 100.00 (no unit)
Logarithm of ratio: 4.6052 (no unit)
1/T0: 1.636661e-03 1/K
Added term (k/H) ln ratio: 2.320577e-04 1/K
1/Tc: 1.868719e-03 1/K
Onset Tc, formula: 535.13 K
Onset Tc, formula: 262.0 deg C
Onset, Gibbs minimisation: 535.13 K
Onset, Gibbs, no carrier: 535.13 K
Onset, Gibbs, equimolar same product: 535.13 K
Equivalent pure-salt pressure: 75.0 Torr
Sum of NH3 and HCl pressures: 195.0 Torr
Wrong answer, salt curve at that sum: 564.2 K
Wrong answer, K(T0) = P0^2: 515.8 K
d ln K/dT at Tc: 0.0693 1/K
K at 525 K: 687.9 Torr^2
Supersaturation at 525 K: 2.04 (no unit)
HCl captured at 525 K: 51.1 percent
K at 500 K: 103.9 Torr^2
Supersaturation at 500 K: 13.53 (no unit)
HCl captured at 500 K: 92.6 percent
Allowance, enthalpy error: 0.05 eV
Shift, enthalpy higher: +1.89 K
Shift, enthalpy lower: -1.99 K
Allowance, anchor error: 5 K
Shift, anchor higher: +3.83 K
Shift, anchor lower: -3.84 K
Allowance, heat-capacity change: -5 k
Shift, heat capacity: +0.65 K
Allowance, NH3-HCl pair virial: -800 angstrom^3
Shift, non-ideal gas: +0.057 K
Shift, half the NH3 cracked: -9.82 K
Shift, nucleation at supersaturation 2: -9.82 K
no test failed
```
